# Gaussian integrals over anticommuting variables and Wick's theorem, part 1

(Sections cited here and not found follow in the second part.)

## First half: the integrals without sources

A path integral for a Dirac field needs variables that anticommute, because exchanging two fermion fields must change the sign of their product. This problem treats finitely many such variables. They are not numbers and take no values; they are defined by their multiplication rule.

**The algebra.** Let \(\theta_1,\dots,\theta_N\) be generators with
\[
\theta_j\theta_k=-\theta_k\theta_j .
\]
Setting \(j=k\) gives \(\theta_j^2=0\). Ordinary complex numbers commute with every generator. Products of different generators, with indices in increasing order, are linearly independent. Every element of the algebra is therefore a finite sum of such monomials with numerical coefficients. An element is called even (odd) if all its monomials contain an even (odd) number of generators.

**The integral.** Any element can be written as \(a+\theta b\), where \(a\) and \(b\) do not contain the chosen generator \(\theta\). The Berezin integral over \(\theta\) is defined by
\[
\int d\theta\,(a+\theta b)=b .
\]
Thus \(\theta\) is first moved to the far left, with the signs this costs, and then removed. In a multiple integral the differential nearest the integrand acts first. There are no limits of integration and no question of convergence.

Two sign rules follow.

- Differentials anticommute. On \(\theta_1\theta_2c\), with \(c\) free of both generators, \(\int d\theta_2\) gives \(-\theta_1c\), and \(\int d\theta_1\) then gives \(-c\). In the opposite order, \(\int d\theta_1\) gives \(\theta_2c\), and \(\int d\theta_2\) then gives \(+c\).
- If \(\kappa\) is odd and free of \(\theta\), then \(\kappa(a+\theta b)=\kappa a-\theta\kappa b\), so \(\int d\theta\,\kappa f=-\kappa\int d\theta\,f\). An even number of differentials passes \(\kappa\) without a sign. A factor standing on the right of \(f\) leaves the integral without a sign in every case.

### (a) Even elements and the top monomial

**Problem.** Show that even elements commute with everything, and that the exponential of an even element without a constant part is a finite sum. Then evaluate
\[
\int d\theta_1\cdots d\theta_n\,\theta_1\cdots\theta_n
\quad\text{and}\quad
\int\prod_{k=1}^n d\bar\psi_k\,d\psi_k\;\prod_{k=1}^n\psi_k\bar\psi_k ,
\]
where \(\psi_k\) and \(\bar\psi_k\) are \(2n\) independent generators. The bar is part of the name and denotes no operation.

**Solution.** Moving one generator through a product of two others costs two minus signs, which cancel. A monomial of even degree therefore commutes with each generator, and so does a sum of such monomials.

If \(X\) is even without a constant part, each monomial in it has degree two or more. The monomials of \(X^r\) have degree at least \(2r\). With \(N\) generators, \(X^r=0\) once \(2r>N\), so the exponential series ends. Since even elements commute, \(e^{X+Y}=e^Xe^Y\) holds for them as it does for numbers.

In the first integral \(d\theta_n\) acts first. Its generator must pass \(n-1\) others to reach the left, which gives \((-1)^{n-1}\). The next one passes \(n-2\), and so on. The exponents add up to \(n(n-1)/2\):
\[
\int d\theta_1\cdots d\theta_n\,\theta_1\cdots\theta_n=(-1)^{n(n-1)/2}.
\]
For \(n=2m\) the exponent is \(m(2m-1)\). Since \(2m-1\) is odd, the sign is \((-1)^m\).

For one barred pair, \(\int d\psi\,\psi\bar\psi=\bar\psi\) and \(\int d\bar\psi\,\bar\psi=1\). For several pairs, each product \(\psi_k\bar\psi_k\) is even and can be moved next to its own pair of differentials. The second integral is therefore \(1\).

An integral over all the generators thus reads off the coefficient of the monomial that contains each of them once, the top monomial. Every other monomial lacks some generator and integrates to zero.

### (b) Changing variables

**Problem.** How does \(\int d\theta_1\cdots d\theta_n f(\theta)\) change if \(\theta_j\) is replaced in \(f\) by \(\theta_j+\kappa_j\), where the \(\kappa_j\) are odd and free of all the \(\theta\)'s? How does it change if \(\theta_j\) is replaced by \(\sum_kB_{jk}\theta_k\), with a numerical matrix \(B\)?

**Solution.** The quantities \(\theta_j+\kappa_j\) anticommute with one another, so the replacement respects the algebra. Replacing \(\theta_j\) by \(\theta_j+\kappa_j\) in a monomial produces the old monomial plus terms with fewer \(\theta\)'s. A term with all \(n\) of them comes from the top monomial alone, with its old coefficient. Hence
\[
\int d\theta_1\cdots d\theta_n\,f(\theta+\kappa)=\int d\theta_1\cdots d\theta_n\,f(\theta).
\]
The coefficients in \(f\) may themselves contain other generators; the argument is unchanged.

The linear replacement preserves the degree of each monomial. The top monomial becomes
\[
\prod_{j=1}^n\Big(\sum_kB_{jk}\theta_k\Big)
=\sum_\sigma B_{1\sigma(1)}\cdots B_{n\sigma(n)}\,\theta_{\sigma(1)}\cdots\theta_{\sigma(n)} .
\]
Terms with a repeated \(\theta\) vanish, which leaves the permutations \(\sigma\). Restoring the order gives \(\operatorname{sgn}\sigma\), so the sum is \(\det B\;\theta_1\cdots\theta_n\), and
\[
\int d\theta_1\cdots d\theta_n\,f(B\theta)=\det B\int d\theta_1\cdots d\theta_n\,f(\theta).
\]
For an ordinary variable and \(b>0\), \(\int dx\,f(bx)=b^{-1}\int dx\,f(x)\). The Jacobian appears here with the inverse power, because the integral is a derivative.

### (c) The complex Gaussian

**Problem.** For any complex \(n\times n\) matrix \(M\), evaluate
\[
I(M)=\int\prod_{k=1}^n d\bar\psi_k\,d\psi_k\;e^{-\bar\psi M\psi},\qquad
\bar\psi M\psi=\sum_{jk}\bar\psi_jM_{jk}\psi_k .
\]

**Solution.** Exchanging the two generators turns the exponent into
\[
-\bar\psi M\psi=\sum_j\lambda_j\bar\psi_j,\qquad \lambda_j=\sum_kM_{jk}\psi_k .
\]
The terms \(\lambda_j\bar\psi_j\) are even, so the exponential factorizes. Each term squares to zero because it contains \(\bar\psi_j\). Therefore
\[
e^{-\bar\psi M\psi}=\prod_{j=1}^n(1+\lambda_j\bar\psi_j).
\]
The top monomial needs every \(\bar\psi_j\), so the second term must be taken from each factor. Terms with a repeated \(\psi\) vanish, and the rest is
\[
\prod_j\lambda_j\bar\psi_j=\sum_\sigma\Big(\prod_jM_{j\sigma(j)}\Big)
\psi_{\sigma(1)}\bar\psi_1\,\psi_{\sigma(2)}\bar\psi_2\cdots\psi_{\sigma(n)}\bar\psi_n .
\]
To order the product, first move all the \(\psi\)'s to the left of all the \(\bar\psi\)'s. This costs a sign \(s\) that depends on the positions and not on \(\sigma\). Next put the \(\psi\)'s in increasing order, which costs \(\operatorname{sgn}\sigma\). Finally move them back between the \(\bar\psi\)'s, which costs \(s\) again. Since \(s^2=1\),
\[
\psi_{\sigma(1)}\bar\psi_1\cdots\psi_{\sigma(n)}\bar\psi_n
=\operatorname{sgn}\sigma\;\psi_1\bar\psi_1\cdots\psi_n\bar\psi_n .
\]
By (a) the last product integrates to \(1\). What remains is the definition of the determinant:
\[
\boxed{I(M)=\det M}
\]
Neither hermiticity nor positivity of \(M\) was needed, nor an inverse. For a commuting complex variable \(z\) and \(a>0\), polar coordinates give \(\int d^2z\,e^{-a|z|^2}=2\pi\int_0^\infty r\,e^{-ar^2}dr=\pi/a\). There the coefficient ends up in the denominator, and the integral diverges as \(a\to0\). In the Berezin integral it stands in the numerator.

### (d) The real Gaussian

**Problem.** Now take one set of generators \(\theta_1,\dots,\theta_n\) without barred partners. Such variables are called real. Let \(A\) be an antisymmetric matrix, possibly with complex entries. Evaluate
\[
J(A)=\int d\theta_1\cdots d\theta_n\;e^{-\frac12\theta^TA\theta}.
\]

**Solution.** Antisymmetry of \(A\) is no restriction, since a symmetric part would cancel in \(\sum_{jk}\theta_jA_{jk}\theta_k\).

The exponential is even. If \(n\) is odd it contains no top monomial, and \(J=0\). Let \(n=2m\). The terms \((j,k)\) and \((k,j)\) are equal, so
\[
-\tfrac12\theta^TA\theta=-\sum_{j<k}A_{jk}\theta_j\theta_k .
\]
The part of degree \(n\) in the exponential is the \(m\)th power of this sum divided by \(m!\). A product of \(m\) terms survives if its index pairs have no index in common. They then divide \(1,\dots,n\) into pairs; call such a division a pairing \(P\). Each pairing occurs \(m!\) times, once for each order of its factors, and the orders agree because the factors commute. This cancels \(1/m!\), and the top part is
\[
(-1)^m\sum_P\epsilon(P)\prod_{(j,k)\in P}A_{jk}\;\theta_1\cdots\theta_n ,
\]
where \(\epsilon(P)\) is the sign for bringing the paired generators into increasing order. The signed sum is called the Pfaffian:
\[
\operatorname{Pf}A=\sum_P\epsilon(P)\prod_{(j,k)\in P}A_{jk}\qquad(j<k).
\]

The sign can be read from a drawing. Put the indices on a line and join partners by arcs above it. Starting from \(\theta_1\cdots\theta_n\), bring the partner of \(\theta_1\) next to it. It passes all the generators in between. Those paired among themselves come in twos and give no sign. Each of the others belongs to an arc that crosses the first one. Remove the finished pair and repeat. Hence \(\epsilon(P)=(-1)^c\), where \(c\) is the number of crossings. For \(n=4\),
\[
\operatorname{Pf}A=A_{12}A_{34}-A_{13}A_{24}+A_{14}A_{23}.
\]

By (a) the measure contributes another \((-1)^m\), which cancels the one above:
\[
\boxed{J(A)=\operatorname{Pf}A\quad(n\ \text{even}),\qquad J(A)=0\quad(n\ \text{odd})}
\]
The sign belongs to the chosen order of the measure. With \(d\theta_n\cdots d\theta_1\) the result would be \((-1)^m\operatorname{Pf}A\).

As an example, take \(A_{12}=2\), \(A_{13}=1\), \(A_{14}=-1\), \(A_{23}=3\), \(A_{24}=1\), \(A_{34}=4\). Then
\[
\operatorname{Pf}A=2\cdot4-1\cdot1+(-1)\cdot3=8-1-3=4 .
\]

### (e) How the two results are related

**Problem.** Use a second set of generators \(\phi_1,\dots,\phi_n\), with \(n=2m\), to express \((\operatorname{Pf}A)^2\) through a complex Gaussian integral.

**Solution.** The exponentials are even, so the product of two copies of (d) is
\[
(\operatorname{Pf}A)^2=\int d\theta_1\cdots d\theta_n\,d\phi_1\cdots d\phi_n\;
e^{-\frac12\theta^TA\theta-\frac12\phi^TA\phi}.
\]
With \(\mathrm i\) the imaginary unit, define
\[
\psi_k=\frac{\theta_k+\mathrm i\phi_k}{\sqrt2},\qquad
\bar\psi_k=\frac{\theta_k-\mathrm i\phi_k}{\sqrt2}.
\]
Then
\[
\bar\psi A\psi=\tfrac12\big(\theta^TA\theta+\phi^TA\phi+\mathrm i\,\theta^TA\phi-\mathrm i\,\phi^TA\theta\big).
\]
The last two terms cancel. Exchanging the generators gives one minus sign and antisymmetry of \(A\) gives another:
\[
\phi^TA\theta=\sum_{jk}\phi_jA_{jk}\theta_k=-\sum_{jk}\theta_kA_{jk}\phi_j
=\sum_{jk}\theta_kA_{kj}\phi_j=\theta^TA\phi .
\]
The exponent is therefore \(-\bar\psi A\psi\).

For the measure, move \(d\phi_1\) left past \(n-1\) differentials \(d\theta\), then \(d\phi_2\) past \(n-2\), and so on. This gives \((-1)^{n(n-1)/2}\prod_kd\theta_kd\phi_k\). For one pair,
\[
\psi\bar\psi=\tfrac12(-\mathrm i\,\theta\phi+\mathrm i\,\phi\theta)=\mathrm i\,\phi\theta,\qquad
\int d\theta\,d\phi\;\psi\bar\psi=\mathrm i .
\]
Since \(\int d\bar\psi\,d\psi\,\psi\bar\psi=1\), the measures are related by \(d\theta\,d\phi=\mathrm i\,d\bar\psi\,d\psi\). The total factor is \((-1)^{n(n-1)/2}\,\mathrm i^{\,n}=(-1)^m(-1)^m=1\), and (c) gives
\[
(\operatorname{Pf}A)^2=\det A .
\]
In the example, \(\det A=16=4^2\). The determinant fixes the Pfaffian up to its sign. That sign depends on how the generators are numbered: exchanging two of them is a linear change of variables with \(\det B=-1\), and by (b) it reverses the Pfaffian.

### (f) One mode of the Dirac field

**Problem.** In imaginary time the free Dirac action is \(\int d^4x\,\bar\psi(\gamma_a\partial_a+m)\psi\), summed over \(a=1,\dots,4\), with hermitian matrices obeying \(\gamma_a\gamma_b+\gamma_b\gamma_a=2\delta_{ab}\). Units are \(\hbar=c=1\) and \(m>0\). On a plane wave \(e^{\mathrm ip\cdot x}\) the operator becomes the \(4\times4\) matrix \(M=m+\mathrm i\slashed p\), with \(\slashed p=p_a\gamma_a\). Find the Gaussian integral for this one mode, and its value at \(p=(0.2,0.4,0.4,0.8)\,m\).

**Solution.** By (c) the integral is \(\det M\). The anticommutation rule gives \(\slashed p^2=\tfrac12p_ap_b(\gamma_a\gamma_b+\gamma_b\gamma_a)=p^2\), so
\[
(m+\mathrm i\slashed p)(m-\mathrm i\slashed p)=m^2+p^2 .
\]
The matrix \(\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4\) anticommutes with each \(\gamma_a\), since \(\gamma_a\) passes three different matrices and itself. Its square is \(1\): reversing the order of four anticommuting factors takes six exchanges, an even number, so \(\gamma_5=\gamma_4\gamma_3\gamma_2\gamma_1\), and \(\gamma_1\gamma_2\gamma_3\gamma_4\,\gamma_4\gamma_3\gamma_2\gamma_1=1\). Hence \(\gamma_5M\gamma_5=m-\mathrm i\slashed p\) has the same determinant as \(M\), and \((\det M)^2=(m^2+p^2)^4\). To fix the sign, replace \(p\) by \(tp\) and let \(t\) grow from \(0\) to \(1\). The determinant varies continuously, never vanishes, and starts at \(m^4>0\). Thus
\[
\det M=(p^2+m^2)^2 .
\]
Here \(p^2=(0.04+0.16+0.16+0.64)\,m^2=1.00\,m^2\), so the integral is \((1+1)^2m^4=4\,m^4\). Direct Berezin integration over the eight generators gives the same value in the numerical output.

## Second half: sources and Wick's theorem

The symbols are those of the first half. The generators \(\psi_k,\bar\psi_k\) (\(k=1,\dots,n\)) are independent, and so are the unpaired "real" generators \(\theta_k\). All of them anticommute. The integral \(\int d\theta\) moves \(\theta\) to the left and removes it, and the differential nearest the integrand acts first. Even elements commute with everything. An integral is unchanged when its variables are shifted by odd elements free of them. For any matrix \(M\), and for antisymmetric \(A\) of even size,
\[
\int\prod_kd\bar\psi_k\,d\psi_k\,e^{-\bar\psi M\psi}=\det M,\qquad
\int d\theta_1\cdots d\theta_n\,e^{-\frac12\theta^TA\theta}=\operatorname{Pf}A ,
\]
with \((\operatorname{Pf}A)^2=\det A\). The Pfaffian is the sum over pairings with the sign \((-1)^c\), where \(c\) counts crossings.

### (g) Complex variables with sources

**Problem.** Let \(M\) be invertible and \(G=M^{-1}\). Add generators \(\eta_k,\bar\eta_k\), called sources, which anticommute with one another and with all the fields. Evaluate
\[
Z(\bar\eta,\eta)=\int\prod_kd\bar\psi_k\,d\psi_k\;
e^{-\bar\psi M\psi+\bar\eta\psi+\bar\psi\eta},\qquad
\bar\eta\psi=\sum_k\bar\eta_k\psi_k .
\]

The integrals without sources are now known: \(\det M\) for paired generators and \(\operatorname{Pf}A\) for real ones, with \((\operatorname{Pf}A)^2=\det A\). It remains to evaluate \(Z(\bar\eta,\eta)\) and its real counterpart, derive Wick's theorem from them, and treat singular matrices and the propagator of the Dirac mode.
